# The Mermin-Kohn-Sham equations: orbitals and occupations at finite temperature: test program

```python
# Mermin-Kohn-Sham equations. Result under test: minimizing
#   Omega = E[gamma] - tau*S_s - mu*N,  S_s = -sum_i [f_i ln f_i + (1-f_i) ln(1-f_i)],
# over the one-body density matrix gamma (eigenvalues f_i, eigenvectors phi_i) gives
#   h phi_i = eps_i phi_i,  h = T + v + v_H + v_xc,  f_i = 1/(1+exp((eps_i-mu)/tau)).
# tau = k_B*T, mu = chemical potential, entropies in k_B, A = Omega + mu*N.
# Part A: Fock space of 4 fermion modes (entropy bound, Gibbs inequality, exact F_xc).
# Part B: Be atom, spin-restricted LDA (Slater+VWN5), 6-31G, hartree units.
import numpy as np
import sympy as sp
from functools import reduce
from scipy.special import entr, expit
from scipy.optimize import root, brentq, minimize, minimize_scalar
from scipy.constants import physical_constants as pc
from pyscf import gto, dft
from pyscf.dft import libxc

rng = np.random.default_rng(1)
def fermi(x, tau): return expit(-x / tau)
def s_level(f):
    f = np.clip(f, 0.0, 1.0)
    return entr(f) + entr(1.0 - f)

# ---- one level: slope, curvature, minimum
fs = sp.symbols('f', positive=True)
neg_s = fs * sp.log(fs) + (1 - fs) * sp.log(1 - fs)
for val in (0.1, 0.5, 0.83):
    assert abs(float(sp.diff(neg_s, fs).subs(fs, val)) - np.log(val / (1 - val))) < 1e-12
assert sp.simplify(sp.diff(neg_s, fs, 2) - 1 / (fs * (1 - fs))) == 0
for x in (-1.0, 0.2, 1.5):
    r = minimize_scalar(lambda f: x * f - 0.5 * s_level(f), bounds=(0, 1),
                        method='bounded', options={'xatol': 1e-11})
    assert abs(r.x - fermi(x, 0.5)) < 1e-6

# ---- Part A
M = 4
a, Zm, I2 = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
c = [reduce(np.kron, [Zm] * j + [a] + [I2] * (M - j - 1)) for j in range(M)]
for p in range(M):
    for q in range(M):
        assert np.allclose(c[p] @ c[q].T + c[q].T @ c[p], (p == q) * np.eye(2 ** M))
def one_body(k): return sum(k[p, q] * c[p].T @ c[q] for p in range(M) for q in range(M))
def thermal(H, tau):
    e, U = np.linalg.eigh(H)
    w = np.exp(-(e - e[0]) / tau)
    return (U * (w / w.sum())) @ U.conj().T, e[0] - tau * np.log(w.sum())
def von_neumann(rho): return entr(np.clip(np.linalg.eigvalsh(rho), 0, 1)).sum()
def gamma_of(rho):
    return np.array([[np.trace(rho @ c[q].T @ c[p]) for q in range(M)] for p in range(M)])

k = rng.normal(size=(M, M)) + 1j * rng.normal(size=(M, M)); k = (k + k.conj().T) / 2
rho0, om0 = thermal(one_body(k), 0.7)
ek, Uk = np.linalg.eigh(k)
assert np.allclose(gamma_of(rho0), (Uk * fermi(ek, 0.7)) @ Uk.conj().T, atol=1e-12)
assert abs(von_neumann(rho0) - s_level(np.linalg.eigvalsh(gamma_of(rho0))).sum()) < 1e-11
assert abs(om0 + 0.7 * np.log1p(np.exp(-ek / 0.7)).sum()) < 1e-11

t_hop, V, tauL, muL = 1.0, 2.0, 0.5, 1.0
vL = np.array([-0.5, 0.5, 0.0, 1.0])
tm = -t_hop * (np.eye(M, k=1) + np.eye(M, k=-1))
nop = [c[p].T @ c[p] for p in range(M)]
Top = one_body(tm)
Wop = V * sum(nop[p] @ nop[p + 1] for p in range(M - 1))
def lattice(u, W, tau):
    rho, om = thermal(Top + W + sum(u[p] * nop[p] for p in range(M)), tau)
    return rho, om, np.array([np.trace(rho @ nop[p]).real for p in range(M)])
uL = vL - muL
rhoL, omL, nL = lattice(uL, Wop, tauL)
KL = Top + Wop + sum(uL[p] * nop[p] for p in range(M))
for trial in range(64):
    B = rng.normal(size=(16, 1 + trial % 16)) + 1j * rng.normal(size=(16, 1 + trial % 16))
    rnd = B @ B.conj().T; rnd /= np.trace(rnd).real
    mix = rng.uniform() ** 2
    for rho in (mix * rnd + (1 - mix) * rho0, mix * rnd + (1 - mix) * rhoL):
        f = np.linalg.eigvalsh(gamma_of(rho))
        assert f.min() > -1e-12 and f.max() < 1 + 1e-12
        assert von_neumann(rho) <= s_level(f).sum() + 1e-12           # entropy bound
        assert np.trace(rho @ KL).real - tauL * von_neumann(rho) >= omL - 1e-12  # Gibbs
    u2 = uL + rng.normal(size=M)
    assert (u2 - uL) @ (lattice(u2, Wop, tauL)[2] - nL) < 0           # Mermin inequality
def hartree_L(n): return V * n[:-1] @ n[1:]
vH_L = -V * (tm / t_hop) @ nL
def F_legendre(n, W, tau, u0):
    u = root(lambda x: lattice(x, W, tau)[2] - n, u0, tol=1e-13).x
    _, om, nn = lattice(u, W, tau)
    assert np.abs(nn - n).max() < 1e-9
    return om - u @ n
def Fxc_L(n, tau):
    return F_legendre(n, Wop, tau, uL) - F_legendre(n, 0 * Wop, tau, uL + vH_L) - hartree_L(n)
d = 1e-4
vxc_L = np.array([(Fxc_L(nL + d * e, tauL) - Fxc_L(nL - d * e, tauL)) / (2 * d) for e in np.eye(M)])
eL, CL = np.linalg.eigh(tm + np.diag(vL + vH_L + vxc_L))
fL = fermi(eL - muL, tauL)
nKS, SsL, SL = CL ** 2 @ fL, s_level(fL).sum(), von_neumann(rhoL)
omKS = fL @ (eL - muL) - tauL * SsL - hartree_L(nL) + Fxc_L(nL, tauL) - vxc_L @ nL
dFxc = (Fxc_L(nL, tauL + d) - Fxc_L(nL, tauL - d)) / (2 * d)
assert np.abs(nKS - nL).max() < 1e-6 and abs(omKS - omL) < 1e-6
assert abs(SL - (SsL - dFxc)) < 1e-6 and abs(SL - SsL) > 1e-3
fmt = lambda x: ' '.join('%.5f' % y for y in x)
print('Chain (energies in t): t=%.1f V=%.1f tau=%.1f mu=%.1f v=%s' % (t_hop, V, tauL, muL, vL))
print('exact n  =', fmt(nL)); print('KS n     =', fmt(nKS))
print('v_H (t)  =', fmt(vH_L)); print('v_xc (t) =', fmt(vxc_L))
print('eps (t)  =', fmt(eL)); print('f        =', fmt(fL))
print('E_H = %.5f t, F_xc = %.5f t' % (hartree_L(nL), Fxc_L(nL, tauL)))
print('Omega exact = %.6f t, Omega KS = %.6f t' % (omL, omKS))
print('S exact = %.5f kB, S_s = %.5f kB, dFxc/dtau = %.5f kB' % (SL, SsL, dFxc))

# ---- Part B: all matrices in the Loewdin orthonormal basis, gamma per spin
mol = gto.M(atom='Be 0 0 0', basis='6-31g', verbose=0)
grid = dft.gen_grid.Grids(mol); grid.atom_grid = (50, 26); grid.prune = None; grid.build()
se, sU = np.linalg.eigh(mol.intor('int1e_ovlp')); X = (sU / np.sqrt(se)) @ sU.T
nb = mol.nao_nr(); w = grid.weights; XC = 'lda,vwn'
Tk, Vn = X @ mol.intor('int1e_kin') @ X, X @ mol.intor('int1e_nuc') @ X
eri = np.einsum('pqrs,pi,qj,rk,sl->ijkl', mol.intor('int2e'), X, X, X, X,
                optimize=True).reshape(nb * nb, nb * nb)
phi = mol.eval_gto('GTOval', grid.coords) @ X
pair = (phi[:, :, None] * phi[:, None, :]).reshape(len(w), nb * nb)
def parts(g):  # T_s, E_ext, E_H, E_xc from their definitions, for a batch of gammas
    g = g.reshape(-1, nb * nb)
    n = np.maximum(2 * g @ pair.T, 0.0)
    exc = libxc.eval_xc(XC, n.ravel(), spin=0, deriv=0)[0].reshape(n.shape)
    return np.array([2 * g @ Tk.ravel(), 2 * g @ Vn.ravel(),
                     2 * ((g @ eri) * g).sum(1), (exc * n) @ w])
def energy(g): return parts(g).sum(0)[0]
def vxc_grid(g):
    n = np.maximum(2 * pair @ g.ravel(), 0.0)
    return n, np.ravel(libxc.eval_xc(XC, n, spin=0, deriv=1)[1][0])
def ks_h(g):
    return Tk + Vn + (2 * eri @ g.ravel() + (vxc_grid(g)[1] * w) @ pair).reshape(nb, nb)
def scf(N, tau, g, integer=False):
    for it in range(1000):
        e, C = np.linalg.eigh(ks_h(g))
        if integer:
            mu, f = 0.0, (np.arange(nb) < N // 2) * 1.0
        else:
            mu = brentq(lambda m: 2 * fermi(e - m, tau).sum() - N, -20, 20, xtol=1e-14)
            f = fermi(e - mu, tau)
        gn = (C * f) @ C.T
        if np.abs(gn - g).max() < 1e-11:
            return gn, e, C, f, mu, energy(gn) - tau * 2 * s_level(f).sum()
        g = 0.5 * g + 0.5 * gn
    raise RuntimeError('no convergence')
N, tau = 4, 0.05
ec, Cc = np.linalg.eigh(Tk + Vn)
g, eps, C, f, mu, A = scf(N, tau, Cc[:, :2] @ Cc[:, :2].T)
S = 2 * s_level(f).sum(); Om = A - mu * N

# variations at a random, non-stationary gamma
Q = np.linalg.qr(rng.normal(size=(nb, nb)))[0]; ft = rng.uniform(0.1, 0.9, nb)
gt = (Q * ft) @ Q.T; ht = Q.T @ ks_h(gt) @ Q; d = 1e-5
def omega(g):
    ev = np.linalg.eigvalsh(g)
    return energy(g) - 2 * tau * s_level(ev).sum() - 2 * mu * ev.sum()
dg = rng.normal(size=(nb, nb)); dg = (dg + dg.T) / 2
assert abs((energy(gt + d * dg) - energy(gt - d * dg)) / (2 * d) - 2 * np.sum(ks_h(gt) * dg)) < 1e-6
def rotated(i, j, x):
    R = Q.copy()
    R[:, i] = np.cos(x) * Q[:, i] + np.sin(x) * Q[:, j]
    R[:, j] = -np.sin(x) * Q[:, i] + np.cos(x) * Q[:, j]
    return (R * ft) @ R.T
for i in range(nb):
    P = np.outer(Q[:, i], Q[:, i]); j = (i + 2) % nb
    fd = (omega(gt + d * P) - omega(gt - d * P)) / (2 * d)
    assert abs(fd - 2 * (ht[i, i] - mu + tau * np.log(ft[i] / (1 - ft[i])))) < 1e-6
    fd = (omega(rotated(i, j, d)) - omega(rotated(i, j, -d))) / (2 * d)
    assert abs(fd - 4 * (ft[i] - ft[j]) * ht[i, j]) < 1e-6
janak = []
for i in (1, 2):
    P = np.outer(C[:, i], C[:, i])
    janak.append((energy(g + d * P) - energy(g - d * P)) / (4 * d))
    assert abs(janak[-1] - eps[i]) < 1e-7

# direct minimization of Omega over gamma = sin^2(Theta), numerical gradient only
iu = np.triu_indices(nb); npar = len(iu[0])
def gamma_batch(P):
    Th = np.zeros((len(P), nb, nb)); Th[:, iu[0], iu[1]] = P; Th[:, iu[1], iu[0]] = P
    th, U = np.linalg.eigh(Th); occ = np.sin(th) ** 2
    return (U * occ[:, None, :]) @ U.transpose(0, 2, 1), occ
def omega_batch(P):
    G, occ = gamma_batch(P)
    return parts(G).sum(0) - 2 * tau * s_level(occ).sum(1) - 2 * mu * occ.sum(1)
def num_grad(p):
    v = omega_batch(np.vstack([p + d * np.eye(npar), p - d * np.eye(npar)]))
    return (v[:npar] - v[npar:]) / (2 * d)
p0 = ((Cc * np.linspace(1.3, 0.3, nb)) @ Cc.T)[iu] + 0.03 * rng.normal(size=npar)
res = minimize(lambda p: omega_batch(p[None])[0], p0, jac=num_grad, method='BFGS',
               options={'gtol': 1e-5, 'maxiter': 250})
gm, fm = gamma_batch(res.x[None]); fm = np.sort(fm[0])[::-1]
assert abs(res.fun - Om) < 1e-7 and np.abs(gm[0] - g).max() < 5e-4
assert np.abs(fm - f).max() < 5e-4

Ts, Ee, EH, Exc = parts(g)[:, 0]; n, vx = vxc_grid(g)
band, nvxc = 2 * f @ eps, (n * vx) @ w
A_eig = band - EH + Exc - nvxc - tau * S
Om_s = -2 * tau * np.logaddexp(0, -(eps - mu) / tau).sum()
assert abs(n @ w - N) < 1e-4 and abs(A_eig - A) < 1e-8
assert abs(band - mu * N - tau * S - Om_s) < 1e-10
dAdN = (scf(N + 1e-3, tau, g)[5] - scf(N - 1e-3, tau, g)[5]) / 2e-3
dAdt = (scf(N, tau + 2e-5, g)[5] - scf(N, tau - 2e-5, g)[5]) / 4e-5
assert abs(dAdN - mu) < 1e-6 and abs(dAdt + S) < 1e-5
tlow = 0.004
_, e0, _, _, _, E0 = scf(N, 0.0, g, integer=True)
_, el, _, fl, mul, Al = scf(N, tlow, g)
mu_lim = (el[1] + el[2]) / 2 - tlow / 2 * np.log(3)
assert abs(el[4] - el[2]) < 1e-8 and el[5] - el[4] > 0.05
assert abs(Al - E0) < 1e-5 and abs(mul - mu_lim) < 1e-6

eV = pc['Hartree energy in eV'][0]; K = 1 / pc['kelvin-hartree relationship'][0]
print('Be LDA/6-31G: N=%d, basis=%d, grid 50x26, tau=%.3f Ha = %.0f K = %.4f eV'
      % (N, nb, tau, tau * K, tau * eV))
print('i  eps(Ha)  (eps-mu)/tau  f  s(f)(kB)  f(direct min)')
for i in range(nb):
    print('%d %9.5f %9.4f %.6f %.6f %.4f' % (i + 1, eps[i], (eps[i] - mu) / tau, f[i],
                                            s_level(f[i]), fm[i]))
print('mu = %.6f Ha = %.4f eV; dA/dN = %.6f Ha' % (mu, mu * eV, dAdN))
print('2*sum f = %.6f, grid integral of n = %.5f, direct min N = %.4f' % (2 * f.sum(), n @ w, 2 * fm.sum()))
print('Janak dE/df: 2s %.6f Ha, 2p %.6f Ha' % tuple(janak))
print('T_s = %.6f Ha, E_ext = %.6f Ha' % (Ts, Ee))
print('E_H = %.6f Ha, E_xc = %.6f Ha, int n v_xc = %.6f Ha' % (EH, Exc, nvxc))
print('E = %.6f Ha, 2*sum f eps = %.6f Ha' % (Ts + Ee + EH + Exc, band))
print('S_s = %.6f kB, -dA/dtau = %.6f kB, tau*S_s = %.6f Ha' % (S, -dAdt, tau * S))
print('A = %.6f Ha = %.3f eV; from eigenvalue sum %.6f Ha' % (A, A * eV, A_eig))
print('mu*N = %.6f Ha, Omega_s (log sum) = %.6f Ha' % (mu * N, Om_s))
print('Omega: SCF %.7f Ha, direct min %.7f Ha, start %.4f Ha' % (Om, res.fun, omega_batch(p0[None])[0]))
print('integer occupations: E0 = %.6f Ha, eps 2s %.5f Ha, 2p %.5f Ha' % (E0, e0[1], e0[2]))
print('E-E0 = %.6f Ha = %.4f eV; A-E0 = %.6f Ha = %.4f eV'
      % (A + tau * S - E0, (A + tau * S - E0) * eV, A - E0, (A - E0) * eV))
print('tau=%.3f Ha: A = %.6f Ha, S_s = %.2e kB, f(2p) = %.2e' % (tlow, Al, 2 * s_level(fl).sum(), fl[2]))
print('  mu = %.6f Ha, midgap - (tau/2) ln 3 = %.6f Ha' % (mul, mu_lim))
print('success')
```

It prints:

```
Chain (energies in t): t=1.0 V=2.0 tau=0.5 mu=1.0 v=[-0.5  0.5  0.   1. ]
exact n  = 0.82561 0.18461 0.63239 0.27949
KS n     = 0.82561 0.18461 0.63239 0.27949
v_H (t)  = 0.36922 2.91600 0.92820 1.26478
v_xc (t) = 0.19034 -0.94474 -0.13778 -0.59522
eps (t)  = -0.50361 0.10736 2.08217 3.30489
f        = 0.95290 0.85635 0.10300 0.00986
E_H = 0.89181 t, F_xc = -0.57253 t
Omega exact = -3.750819 t, Omega KS = -3.750819 t
S exact = 0.53684 kB, S_s = 0.98839 kB, dFxc/dtau = 0.45155 kB
Be LDA/6-31G: N=4, basis=9, grid 50x26, tau=0.050 Ha = 15789 K = 1.3606 eV
i  eps(Ha)  (eps-mu)/tau  f  s(f)(kB)  f(direct min)
1  -3.84978  -73.5132 1.000000 0.000000 1.0000
2  -0.20563   -0.6302 0.652532 0.645865 0.6525
3  -0.07236    2.0352 0.115559 0.357982 0.1156
4  -0.07236    2.0352 0.115559 0.357982 0.1156
5  -0.07236    2.0352 0.115559 0.357982 0.1156
6   0.24516    8.3856 0.000228 0.002141 0.0002
7   0.24516    8.3856 0.000228 0.002141 0.0002
8   0.24516    8.3856 0.000228 0.002141 0.0002
9   0.28305    9.1434 0.000107 0.001084 0.0001
mu = -0.174118 Ha = -4.7380 eV; dA/dN = -0.174118 Ha
2*sum f = 4.000000, grid integral of n = 4.00000, direct min N = 4.0000
Janak dE/df: 2s -0.205628 Ha, 2p -0.072359 Ha
T_s = 14.492677 Ha, E_ext = -33.442450 Ha
E_H = 7.124410 Ha, E_xc = -2.522028 Ha, int n v_xc = -3.316736 Ha
E = -14.347392 Ha, 2*sum f eps = -8.017690 Ha
S_s = 3.454637 kB, -dA/dtau = 3.454637 kB, tau*S_s = 0.172732 Ha
A = -14.520124 Ha = -395.113 eV; from eigenvalue sum -14.520124 Ha
mu*N = -0.696473 Ha, Omega_s (log sum) = -7.493949 Ha
Omega: SCF -13.8236508 Ha, direct min -13.8236508 Ha, start -6.3421 Ha
integer occupations: E0 = -14.440265 Ha, eps 2s -0.19579 Ha, 2p -0.06325 Ha
E-E0 = 0.092873 Ha = 2.5272 eV; A-E0 = -0.079859 Ha = -2.1731 eV
tau=0.004 Ha: A = -14.440265 Ha, S_s = 7.77e-06 kB, f(2p) = 3.69e-08
  mu = -0.131717 Ha, midgap - (tau/2) ln 3 = -0.131717 Ha
success
```
